# Envelope equation and equally spaced modes of a parabolic heterostructure cavity

## What the result decides

Before a long photonic-crystal cavity is simulated as a whole, it is useful to know whether its taper can be designed from unit-cell calculations alone. If the envelope equation holds, two numbers suffice for a parabolic taper: the curvature of the band at its edge, and the rate at which the taper moves that edge. They fix both the mode spacing and the mode width. If it fails, a fuller model is needed, such as a solution of the whole structure. This appendix derives the equation, solves it for a parabolic taper and gives the size of the first error.

## Setting and assumptions

The structure is lossless and periodic along $x$ with period $a$, and it guides light in $y$ and $z$. A nanobeam or a line defect in a slab is of this kind. The relative permittivity $\varepsilon(\mathbf r)$ does not depend on frequency, and $\eta=1/\varepsilon$. With time factor $e^{-i\omega t}$, Maxwell's equations give

$$\nabla\times(\eta\,\nabla\times\mathbf H)=\lambda\mathbf H,\qquad \lambda=\omega^2/c^2. \tag{1}$$

The chosen guided band has a quadratic extremum $\omega_e$ at $k_0=\pi/a$:

$$\omega(k_0+q)=\omega_e+\tfrac12\omega''q^2+\dots$$

The edge mode is non-degenerate and lies below the light line. For a line defect it must also lie in a gap between the guided modes of the surrounding crystal at $k_0$. The wavenumbers $\pi/a$ and $-\pi/a$ differ by a reciprocal lattice vector, so they label one Bloch state and there is one envelope.

The taper changes $\eta$ weakly and slowly while the period stays fixed. A taper of the period itself moves $k_0$ along the device and is outside this derivation. So is a moving wall between materials of high contrast, where the local change of $\eta$ is not small.

## From Maxwell's equations to the envelope

**The Bloch operator.** Write $\mathbf H=e^{i(k_0+q)x}\mathbf h$, with $\mathbf h$ periodic in $x$. The product rule gives

$$\nabla\times\mathbf H=e^{i(k_0+q)x}(C+iq\,\hat x\times)\mathbf h,\qquad C=\nabla\times+ik_0\hat x\times .$$

Using this twice in (1) leaves an operator on $\mathbf h$ that is a quadratic polynomial in $q$:

$$A(q)=A_0+qA_1+q^2A_2,$$
$$A_0=C\eta C,\quad A_1=i(\hat x\times\eta C+C\eta\,\hat x\times),\quad A_2=-\hat x\times\eta\,\hat x\times. \tag{2}$$

All three are Hermitian under $\langle f|g\rangle=\int f^*\!\cdot g\,d^3r$ over one period. The edge mode satisfies $A_0h_0=\lambda_eh_0$ and $\langle h_0|h_0\rangle=1$.

**Two scales.** Let $\beta\ll1$ be the ratio of the period to the envelope width, and let $X=\beta x$. Take

$$\eta\to\eta(\mathbf r)+\beta^2\eta_2(\mathbf r,X),\qquad \mathbf H=e^{ik_0x}(G_0+\beta G_1+\beta^2G_2+\dots),$$

where each $G_j(\mathbf r,X)$ is periodic in the fast $x$. The modulation is placed at order $\beta^2$ because the kinetic term $q^2$ has that size, and a bound state needs the two to balance. For a parabola $\eta_2\propto X^2$, so the change is proportional to $\beta^4x^2$.

The derivative becomes $\partial_x+\beta\partial_X$. Comparison with the Bloch calculation shows that $q$ is replaced by $\beta D$, with $D=-i\partial_X$. Derivatives of $\eta_2$ with respect to $X$ first enter at order $\beta^3$. Put $\lambda=\lambda_e+\beta\lambda_1+\beta^2\mu+\dots$ and collect powers.

*Order 0.* $(A_0-\lambda_e)G_0=0$, so $G_0=F(X)h_0$.

*Order 1.* $(A_0-\lambda_e)G_1=-A_1h_0\,DF+\lambda_1h_0F$. Projection on $h_0$ removes the left side, because $A_0$ is Hermitian. The first-order change of an eigenvalue is the mean of the perturbation, so $\langle h_0|A_1|h_0\rangle=d\lambda/dk$, which vanishes at the extremum. Hence $\lambda_1=0$, and

$$G_1=-RA_1h_0\,DF+F_1h_0,\qquad R=\sum_{m\ne0}\frac{|m\rangle\langle m|}{\lambda_m-\lambda_e}. \tag{3}$$

The sum runs over all other eigenfunctions of $A_0$. It includes the gradient fields, which have $\lambda_m=0$, and the radiation continuum, where it becomes an integral. At $k_0$ the radiation continuum starts above $\lambda_e$. For a line defect the modes of the surrounding crystal form further continua, but $\lambda_e$ lies in a gap between them. Hence no denominator vanishes.

*Order 2.*
$$(A_0-\lambda_e)G_2=-A_1DG_1-A_2h_0D^2F-C\eta_2Ch_0F+\mu h_0F .$$

Project on $h_0$ and insert (3). The $F_1$ term drops out because $\langle A_1\rangle=0$. The two minus signs in front of $A_1RA_1$ make a plus on the right, so after rearrangement

$$\big[\langle A_2\rangle-\langle A_1RA_1\rangle\big]D^2F+\langle C\eta_2C\rangle F=\mu F. \tag{4}$$

Call the bracket $\alpha$. To identify it, set $\eta_2=0$ and $F=e^{iQX}$. The field is then a Bloch wave with $q=\beta Q$, and (4) gives $\lambda=\lambda_e+\alpha q^2$. Therefore $\alpha=\tfrac12d^2\lambda/dk^2$.

Back in $x$, with $v=\beta^2\langle C\eta_2C\rangle$,

$$-\alpha F''+v(x)F=(\lambda-\lambda_e)F. \tag{5}$$

**The edge shift.** From $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ and $\delta\eta=-\delta\varepsilon/\varepsilon^2$,

$$v=\int\delta\eta\,|Ch_0|^2=-\omega_e^2\varepsilon_0^2\int\delta\varepsilon|\mathbf E|^2,\qquad
\lambda_e=\int\eta\,|Ch_0|^2=\omega_e^2\varepsilon_0^2\int\varepsilon|\mathbf E|^2 .$$

Division removes the normalization:

$$v=-\lambda_e\,\frac{\int\delta\varepsilon|\mathbf E|^2}{\int\varepsilon|\mathbf E|^2}. \tag{6}$$

This is the first-order shift of the band edge of a uniform crystal with the local permittivity.

**From $\lambda$ to $\omega$.** Let the local edge be $\omega_e(x)=\omega_e+\tfrac12Kx^2$. To leading order

$$\lambda-\lambda_e=\frac{2\omega_e(\omega-\omega_e)}{c^2},\qquad v=\frac{\omega_eKx^2}{c^2},\qquad \alpha=\frac{\omega_e\omega''}{c^2}.$$

The last relation uses $\omega'=0$ at the edge. Dividing (5) by $2\omega_e/c^2$ gives the working equation:

$$-\tfrac12\omega''F''+\tfrac12Kx^2F=(\omega-\omega_e)F. \tag{7}$$

## Modes of the parabola

Let $\omega''$ and $K$ have the same sign $s$. Define

$$\Omega=\sqrt{\omega''K},\qquad \sigma^4=\omega''/K,\qquad \xi=x/\sigma .$$

Then $|\omega''|/\sigma^2=|K|\sigma^2=\Omega$, and (7) multiplied by $s$ becomes

$$\tfrac12\Omega(-\partial_\xi^2+\xi^2)F=s(\omega-\omega_e)F.$$

With $b=(\xi+\partial_\xi)/\sqrt2$ and $b^\dagger=(\xi-\partial_\xi)/\sqrt2$, one finds $[b,b^\dagger]=1$ and $b^\dagger b=\tfrac12(\xi^2-\partial_\xi^2-1)$. The operator on the left is thus $\Omega(b^\dagger b+\tfrac12)$.

If $b^\dagger bF=\nu F$, then $\nu\|F\|^2=\|bF\|^2\ge0$, and $bF$ has eigenvalue $\nu-1$. Repeated lowering would reach negative values unless it ends at a state with $bF=0$, so $\nu$ is an integer $n\ge0$. The end condition $F'=-\xi F$ (prime: $d/d\xi$) has one solution, a Gaussian. Hence

$$\omega_n=\omega_e+s(n+\tfrac12)\Omega,\qquad F_0=e^{-x^2/2\sigma^2}, \tag{8}$$

and repeated use of $b^\dagger$ gives $F_n=H_n(x/\sigma)e^{-x^2/2\sigma^2}$, with $H_n$ the Hermite polynomials.

The sign condition fixes the direction of the taper. At a band minimum ($s=+1$) the edge must be lowest at the centre, and the modes lie above it. At a band maximum ($s=-1$) the edge must be highest at the centre, and the modes lie below it. With opposite signs the parabola repels the envelope and (7) has no bound state.

Spacing and width are not independent: $\sigma^2=|\omega''|/\Omega$. For a given unit cell, a narrower mode means a larger spacing.

## The first departure from equal spacing

Equation (8) is a leading-order law. At the next order the local band must be expanded further:

$$\delta\omega(q,x)=a_4q^4+b_{22}\,x^2q^2+d\,x^4 .$$

Assume that the structure is mirror-symmetric about the cavity centre. Apart from these terms, derivatives of the taper could supply a term in $x$, a term in $xq+qx$ and a constant. Mirror symmetry forbids the first. Time reversal forbids the second, since it is imaginary when $q=-i\partial_x$. The constant moves all levels together.

First-order perturbation theory needs the means of these terms in state $n$. Since $\xi^2=\tfrac12(b^2+b^{\dagger2}+2b^\dagger b+1)$, the squared norm of $\xi^2F_n$, for normalized $F_n$, is

$$\langle\xi^4\rangle=\tfrac14[n(n-1)+(n+1)(n+2)+(2n+1)^2]=\tfrac34(2n^2+2n+1).$$

The operator $-\partial_\xi^2$ differs only in the sign of $b^2+b^{\dagger2}$, so $\langle\sigma^4q^4\rangle$ is the same. For the symmetrized product that sign makes the first two terms negative, and $\langle x^2q^2\rangle=\tfrac14(2n^2+2n-1)$. The second difference of $2n^2+2n$ is 4, so

$$S\equiv\omega_{n+2}-2\omega_{n+1}+\omega_n=\frac{3a_4}{\sigma^4}+b_{22}+3d\sigma^4. \tag{9}$$

If the taper depends on $x/L$, then $K\propto L^{-2}$, $\sigma^4\propto L^2$ and $d\propto L^{-4}$. Thus $\Omega\propto1/L$ and $S\propto1/L^2$: the relative error of equal spacing falls as $1/L$.

A symmetric two-wave model shows what controls $a_4$. For a gap of full width $2\Delta$, its lower band is

$$\omega=\omega_m-\sqrt{\Delta^2+u^2q^2}=\omega_m-\Delta-\frac{u^2q^2}{2\Delta}+\frac{u^4q^4}{8\Delta^3}-\dots$$

where $\omega_m$ is mid-gap and $u$ the velocity far from the gap. Hence $\omega''=-u^2/\Delta$ and $a_4=\omega''^2/8\Delta$. The first term of (9) becomes $3\Omega^2/8\Delta$. In this model the quartic term is therefore small compared with the spacing when $\Omega\ll\Delta$. The other two terms of (9) depend on the taper and must be checked separately.

Whether the parabola is imposed on $\omega$ or on $\omega^2$ also matters at this order. If the local edge obeys $\omega_e(x)^2=\omega_e^2+\omega_eKx^2$, the square root gives $d=-K^2/8\omega_e$. With $a_4$ and $b_{22}$ unchanged, this adds $-3\Omega^2/8\omega_e$ to $S$.

## Worked example: a long silicon nanobeam in an index model

Each period of 320 nm has two equal segments, with effective indices 2.5 (solid) and 1.9 (hole). These are rough values for a silicon nanobeam near 1.55 µm. The field lies in the plane of the layers, so (1) reduces to a one-dimensional problem. With $\phi_j=n_j\omega a/2c$, the Bloch condition is

$$\cos ka=\cos\phi_1\cos\phi_2-\tfrac12\left(\frac{n_1}{n_2}+\frac{n_2}{n_1}\right)\sin\phi_1\sin\phi_2 .$$

Setting the right side to $-1$ gives the edges of the first gap, 194.7 and 231.0 THz. The cavity uses the lower one, a band maximum with $\omega_ea/c=1.30604$. The sum for $\alpha$, evaluated with 80 plane waves, gives $\omega''=-1.6889\,ac=-162.0$ m²/s.

Both indices are raised outward by the factor $1/(1-x^2/L^2)$, constant within each period. The local edge is then $\omega_e(1-x^2/L^2)$. With $L=200$ periods, or 64 µm,

$$K=-\frac{2\omega_e}{L^2}=-5.974\times10^{23}\ \mathrm{rad\,s^{-1}m^{-2}},$$
$$\frac{\Omega}{2\pi}=\frac{\sqrt{162.0\times5.974\times10^{23}}}{2\pi}=1.566\ \mathrm{THz},\qquad
\sigma=\left(\frac{162.0}{5.974\times10^{23}}\right)^{1/4}=4.06\ \mathrm{\mu m}.$$

The taper runs for 50 periods on each side and ends in 30 uniform mirror periods, whose lower edge is at 182.6 THz. Transfer matrices through all layers give the modes of this cavity without any envelope:

| $n$ | layered cavity (THz) | equation (8) (THz) |
|---|---|---|
| 0 | 193.950 | 193.953 |
| 1 | 192.435 | 192.387 |
| 2 | 190.965 | 190.821 |
| 3 | 189.536 | 189.255 |
| 4 | 188.145 | 187.690 |

The ground mode has a vacuum wavelength of 1545.7 nm. Its width, from the second moment of the squared field at the solid centres, is 4.02 µm. The normalized overlaps of the first three sampled envelopes with Hermite–Gaussians are 0.99997, 0.9997 and 0.9986.

The spacings shrink from 1.515 to 1.470, 1.429 and 1.391 THz. For this taper $d=0$ and $b_{22}=-\omega''/2L^2$. A finite difference of the band gives $a_4\approx2.9$ in units of $a^3c$, and the two-wave estimate, with $\Delta/2\pi=18.1$ THz, gives the same two figures. Equation (9) then predicts $S/2\pi\approx54$ GHz, against 45.5 GHz between the lowest three computed modes. The difference belongs to higher orders: at $8L$, with the taper and mirror lengthened, the ratio of computed to predicted $S$ is 0.98.

The first spacing lies 3.2% below $\Omega$ at $L$ and 1.7% below it at $2L$, close to the $1/L$ law. In this comparison the period and central indices are fixed, while the taper and mirror grow roughly as $\sqrt L$, as $\sigma$ does.

**A band minimum.** At the upper edge, let the hole permittivity fall outward as $1-x^2/L^2$ with the solid unchanged. The hole holds a share 0.698 of the electric energy, so (6) gives $v=0.698\,\lambda_ex^2/L^2$ and $K=0.698\,\omega_e/L^2$, where $\omega_e$ is now the upper edge. Both signs are positive and the modes lie above the central edge. The computed first spacing is 2.6% below $\Omega$ for $L=150$ periods and 1.4% below it for 300.

## Use for a real device

The example is a long cavity, chosen to hold several modes. A real beam is usually tapered through its width, hole size or period. These changes move high-contrast walls or $k_0$, which the derivation above, and (6) in particular, does not cover; the smooth rise of the effective indices only imitates such a taper. Another assumption that a real beam breaks is that of fixed effective indices. Suppose that both indices rise with frequency in the same way, with a group-to-phase index ratio $R$. Near the edge the fixed-index equation then sees a detuning $R(\omega-\omega_e)$. All detunings shrink by $R$, so $\omega''$ and $K$ do too, and $\sigma$ is unchanged. With the rough value $R=1.7$ for a silicon strip, the first spacing falls from 1.52 to 0.89 THz. A three-dimensional band calculation includes the part of this dispersion that comes from the waveguide's shape; material dispersion must still be added.

Fabrication errors move the modes as well. Let both indices in period $j$ have the same relative error $\delta_j$, so that $\delta\varepsilon/\varepsilon=2\delta_j$ there. By (6), weighted with the envelope, and with $\delta\omega/\omega=\tfrac12\delta\lambda/\lambda$, this shifts the ground mode by $-\omega_0\sum_jp_j\delta_j$, where $p_j=(a/\sigma\sqrt\pi)e^{-x_j^2/\sigma^2}$ is the Gaussian energy weight. For independent errors of rms size $\delta$, replacing $\sum p_j^2$ by an integral gives an rms shift $\omega_0\delta\,(a/\sqrt{2\pi}\sigma)^{1/2}$. With $\delta=0.1\%$, a rough assumption, this is 34 GHz before division by $R$, about 2% of the spacing. Uniform heating by 10 K, with a rough relative rise of the effective index of $8\times10^{-5}$ per kelvin and $R=1.7$, lowers the ground mode by about 90 GHz. The effective index of a typical silicon strip rises faster, in relative terms, than the index of bulk silicon, because its absolute rise is similar while the index itself is smaller.

The finite taper sets a further condition. Mode $n$ needs $(n+\tfrac12)\Omega$ to be well below the total edge shift, and its envelope must be small where the parabola ends. Here the edge shift is 12.2 THz, and $F_0$ has fallen to $e^{-7.8}$ at 50 periods.

The model gives no radiative quality factor. In the Fourier transform of the computed ground-mode field, the share of power at $|k|<\omega/c$ is about $4\times10^{-14}$. This remainder is set mainly by the point where the parabola ends, and a somewhat longer taper lowers it. The smooth one-dimensional envelope itself has even less content that could radiate into air. The loss of a real beam also depends on its transverse fields, roughness and absorption, and needs a three-dimensional calculation.
